# Stationary markers do not prove direct atomic exchange

**The argument under review.** Two alloys of the same components, A and B, are joined face to face. Fine inert wires mark the joint. After a long anneal A and B have mixed over several hundred micrometres, yet the wires lie where they were placed. The manuscript reasons as follows: "If atoms moved by jumping into vacancies, one component would cross the joint faster than the other and the wires would shift. The wires did not shift. Therefore the atoms moved by changing places directly, in pairs."

The second sentence of the inference is an observation, and I accept it. The first contains an assumption: that vacancy diffusion must carry unequal numbers of A and B. Does it? To decide, one needs the marker velocity for each mechanism.

## What moves a marker

Let $x$ run from the A-rich alloy on the left to the B-rich alloy on the right. Let $N$ be the atomic fraction of A, so that $1-N$ is that of B. A prime denotes $\partial/\partial x$, and $N'<0$ in the diffusion zone. I assume at first that

- A and B have equal atomic volumes, so the number of atoms per volume, $c$, is constant;
- vacancies are dilute, and sources and sinks hold them at equilibrium;
- no pores form, and all motion is along $x$.

An inert marker is embedded in the crystal and moves with the lattice planes around it. The fluxes counted relative to those planes define the intrinsic diffusivities $D_A$ and $D_B$:

$$J_A=-cD_AN',\qquad J_B=-cD_B(1-N)'=+cD_BN'. \tag{1}$$

Seen from the unreacted ends of the couple, the lattice itself moves at velocity $v$ and carries $c$ atoms per volume with it. The total atom flux in that frame is $J_A+J_B+cv$. Because $c$ does not change with time, this total cannot vary with $x$. It vanishes at the ends, so it vanishes everywhere:

$$v=-\frac{J_A+J_B}{c}=(D_A-D_B)N'. \tag{2}$$

If A is the faster component, $v<0$: the markers move towards the A-rich side, which is losing atoms.

**Direct exchange.** When an A atom crosses a lattice plane by changing places with a B atom, one B atom crosses the other way. Hence $J_A+J_B=0$ and $v=0$. The manuscript is right about this half.

**Vacancy jumps.** An atom that crosses a plane leaves a vacancy on the side it came from. The vacancy flux is therefore $J_V=-(J_A+J_B)$, and equation (2) reads $v=J_V/c$. Markers move if there is a net flow of vacancies. The mere use of vacancies is not enough: if $D_A=D_B$ at every composition, then $v=0$ at every marker.

## Why the vacancy flow can vanish while atoms mix

It may seem odd that vacancies do all the work and yet have no net flow. Consider two neighbouring sites $i$ and $j$, and suppose that A and B each jump into an adjacent vacancy at the same rate $\Gamma$. Let $v_i$ be the probability that site $i$ is vacant and $v_{ij}$ the probability that both are. A vacancy passes from $i$ to $j$ when $i$ is vacant and $j$ holds an atom, which has probability $v_i-v_{ij}$. The reverse passage needs probability $v_j-v_{ij}$. The net rate is

$$\Gamma(v_i-v_{ij})-\Gamma(v_j-v_{ij})=\Gamma(v_i-v_j). \tag{3}$$

The pair probability has cancelled, and the identity of the atoms never entered. Vacancies that start with the same probability on every site keep it, and their mean flow is zero. No averaging over correlations was needed.

The atoms nevertheless mix. Let lattice planes be a distance $d$ apart, with one forward neighbour per site and $s$ sites per area in each plane, so that $c=s/d$. Treat occupations as independent, which is a mean-field step, and let $X_V$ be the uniform vacancy fraction. Plane $i$ has A fraction $N_i$. Then

$$J_A=s\Gamma X_V(N_i-N_{i+1})\simeq-s\Gamma X_Vd\,N'=-c\,(\Gamma X_Vd^2)\,N'. \tag{4}$$

The diffusivity is $\Gamma X_Vd^2$, and the same calculation gives the same value for B. In fact an atom that has just jumped has a vacancy behind it and is more likely to jump back than this estimate allows. That changes the diffusivity, but equation (3) still forces $J_A+J_B=0$, and hence $D_A=D_B$.

A small lattice shows this with the return jumps included. Take four planes of two sites. Each site has one neighbour in its own plane and one in each adjacent plane, and atoms jump only between neighbours. Put A in the left half and B in the right half, and leave one of the eight sites, chosen at random, vacant. I solved the equations for the probabilities of all arrangements numerically, up to the time $5/\Gamma_B$, where $\Gamma_B$ is the jump rate of B. The mean changes in the left half are:

| Jump rates | A | B | vacancies |
|---|---:|---:|---:|
| equal | −0.4329 | +0.4329 | 0.0000 |
| A 2.5 times faster | −0.5537 | +0.5063 | +0.0474 |

With equal rates the two atomic transfers balance, although every one of them used the vacancy. With unequal rates vacancies collect for a time on the side that the faster atoms leave; the excess fades as the lattice becomes uniformly mixed. This lattice has no sinks. In a couple that meets the assumptions above, sinks remove the extra vacancies, lattice planes disappear there, and the markers shift.

## The composition profile does not settle it either

One might hope that the concentration profile would identify the mechanism. The flux of A seen from the ends is its flux relative to the lattice plus the part carried by the lattice:

$$J_A+cNv=-cD_AN'+cN(D_A-D_B)N'=-c\,\tilde D\,N',$$

$$\tilde D=(1-N)D_A+ND_B. \tag{5}$$

If $D_A=D_B=D$, then $\tilde D=D$. Direct exchange with the same $D$ obeys the same equation. For constant $D$, with $N=N_0$ on the left and $N=0$ on the right at the start, both mechanisms give

$$N=\frac{N_0}{2}\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right),\qquad N'=-\frac{N_0}{2\sqrt{\pi Dt}}\,e^{-x^2/4Dt}. \tag{6}$$

The same profile and the same stationary markers follow from two different atomic processes. No analysis of these two observations alone can separate them.

## How large a shift was to be expected?

A null result has meaning only beside the shift that could have occurred. From a sharp initial joint, composition depends on $x$ and $t$ through $x/\sqrt t$, so a marker that starts at the joint stays at fixed composition and its position grows as $x_K\propto\sqrt t$. Then $v=dx_K/dt=x_K/2t$, or $x_K=2vt$. If the shift is small compared with $\sqrt{\tilde Dt}$ and $\tilde D$ varies little, the slope at $x=0$ from equation (6) may be used:

$$x_K\simeq2t(D_A-D_B)\left(-\frac{N_0}{2\sqrt{\pi\tilde Dt}}\right)=-(D_A-D_B)N_0\sqrt{\frac{t}{\pi\tilde D}}. \tag{7}$$

Take brass with 30 at.% zinc against copper, annealed for 100 h ($3.6\times10^5$ s) near 1050 K. Zinc is A. Rough values for this regime are $D_A=5\times10^{-9}$ and $D_B=2\times10^{-9}$ cm²/s. At the middle composition, $N=0.15$,

$$\tilde D=0.85(5\times10^{-9})+0.15(2\times10^{-9})=4.55\times10^{-9}\ \mathrm{cm^2/s},$$

and $\sqrt{\tilde Dt}=405$ µm. Equation (7) gives

$$x_K\simeq-(3\times10^{-9})(0.30)\sqrt{\frac{3.6\times10^5}{\pi(4.55\times10^{-9})}}=-4.5\times10^{-3}\ \mathrm{cm}=-45\ \text{µm}.$$

A numerical solution of the diffusion equation with the composition-dependent $\tilde D$ of equation (5) also gives −45 µm. So does a simulation that never uses equation (2): it divides the couple into cells of lattice, moves atoms between them by the fluxes (1), and lets each cell shrink or swell with its contents.

Now replace this couple by a model couple in which both components have $D=4.55\times10^{-9}$ cm²/s, with $N_0$ and the anneal unchanged. The marker shift becomes zero. The two composition profiles differ by at most 0.27 at.%. The two couples have the same $\tilde D$ at the middle composition, and over this small range of $N$ it varies little. Under these conditions the markers respond strongly to the difference $D_A-D_B$, while the profile hardly does. Neither responds to the mechanism as such.

Suppose the wire position can be read to $\delta=5$ µm. Solving equation (7) for the difference that would produce this shift gives

$$|D_A-D_B|\simeq\frac{\delta}{N_0}\sqrt{\frac{\pi\tilde D}{t}}=3.3\times10^{-10}\ \mathrm{cm^2/s},$$

or 7% of $\tilde D$. Under the stated assumptions, "the wires did not shift" therefore means that the intrinsic diffusivities agree to about 7% at the marker composition. They need not be identical.

## One marker tests one composition

Equation (2) is local. For a marker at the joint, $x_K=2vt=0$ requires $D_A=D_B$ at the composition found there, and says nothing about the rest of the zone.

Consider pure A joined to pure B, with

$$D_A=D\left(\tfrac32-N\right),\qquad D_B=D\left(\tfrac12+N\right),\qquad D_A-D_B=D(1-2N).$$

Equation (5) gives $\tilde D=D[1+2(N-\tfrac12)^2]$, which is unchanged when $N$ and $1-N$ are interchanged. The profile is therefore symmetric, the joint stays at $N=\tfrac12$, and its marker does not move. To the left $N>\tfrac12$, so both $1-2N$ and $N'$ are negative and $v>0$. To the right $v<0$. For $D=4.55\times10^{-9}$ cm²/s and 100 h, the cell simulation moves a marker that started at −300 µm by +58 µm, and one that started at +300 µm by −58 µm. The joint marker remains at rest between them, because its neighbours move towards it. Equality at the joint is necessary for rest but not sufficient. If the difference has the opposite sign and is steep, as for $D_A=De^{4(N-1/2)}$ and $D_B=De^{-4(N-1/2)}$, three planes satisfy $x_K=2vt$, at 0 and ±483 µm. The central one is unstable, and markers placed just beside it are carried towards the outer two.

The manuscript should therefore report markers at several depths. If any of them moves by more than the volume effect treated next, pure direct exchange is excluded. If all of them rest once that effect is subtracted, exchange and vacancy diffusion with equal diffusivities both remain possible.

## Unequal atomic volumes

If the atomic volumes $\Omega_A$ and $\Omega_B$ differ, balanced atom fluxes no longer imply a stationary marker. With $J_A=-J_B$ across the marker plane, the number of A atoms that leave the left side per area is, from equations (1) and (6) at $x=0$,

$$\int_0^t\frac{cDN_0}{2\sqrt{\pi Dt'}}\,dt'=cN_0\sqrt{\frac{Dt}{\pi}}.$$

Each is replaced by a B atom, so the left side loses the volume $\Omega_A-\Omega_B$ per exchange. To leading order in the size difference,

$$x_\Omega\simeq-c(\Omega_A-\Omega_B)N_0\sqrt{\frac{Dt}{\pi}}. \tag{8}$$

A rough ratio for zinc in copper is $\Omega_A/\Omega_B=1.2$. At $N=0.15$ the mean atomic volume is $1/c=1.03\,\Omega_B$, so $c(\Omega_A-\Omega_B)=0.2/1.03=0.194$. Then

$$x_\Omega\simeq-0.194\times0.30\times\frac{405}{\sqrt\pi}\ \text{µm}=-13\ \text{µm}.$$

The cell simulation with these volumes gives the same figure. The derivation used only $J_A=-J_B$, so the shift is common to direct exchange and to vacancy diffusion with equal diffusivities, as equation (1) defines them. It cannot distinguish them, but it exceeds the 5 µm reading error and must be subtracted before a shift is called zero. Published intrinsic diffusivities are often defined instead by $J_i=-D_i\,\partial c_i/\partial x$, with $c_i$ the number of atoms of component $i$ per volume. For constant atomic volumes, balanced atom fluxes then correspond to $D_A/D_B=\Omega_A/\Omega_B$, and equal values give no marker shift. Equation (8) holds for the marker at the joint. Away from the joint the effect is smaller and has to be calculated for each depth. In a couple with this mismatch, wires that truly had not moved would point to a vacancy effect of +13 µm cancelling the volume effect. By equation (7), B would then be the faster component, by roughly a fifth of $\tilde D$. That would be evidence against pure exchange.

## Comparison with real brass

In real couples of brass and copper the markers do move towards the brass, the direction found here for faster zinc. The equal-diffusivity couple is a model and does not describe brass. Unequal atomic volumes add a shift of the same sign: 13 µm beside 45 µm if the diffusivities are defined as in equation (1), about 6 µm if the same numbers are defined through $\partial c_i/\partial x$. Constant diffusivities are also unrealistic. If both rise tenfold from copper to the 30 at.% alloy, keeping their ratio and their values at $N=0.15$, the shift changes from −45 to −49 µm.

That correction depends on where the values are anchored. Diffusivities of this size belong to brass of about 22 at.% zinc, and with the tenfold variation anchored at $N=0.225$ the shift is −37 µm. The classic measurements, about 0.12 mm after 56 days near this temperature, scale to roughly 35 µm at 100 h, so the brass figures above give the size of the shift and no more.

The assumption of vacancy equilibrium can be checked for the same numbers. Sinks must remove vacancies at a rate per site of about $|v'|=|D_A-D_B||N''|$. If they lie a distance $\ell$ apart and vacancies diffuse with $D_V$, the excess fraction is of order $|v'|\ell^2/D_V$. Since $D_VX_V$ is of order $\tilde D$, the relative excess is of order

$$\frac{|D_A-D_B|}{\tilde D}\,|N''|_{\max}\,\ell^2\approx1.5\times10^{-5}$$

for $\ell=10$ µm at the end of the anneal, with the largest curvature taken from equation (6). The estimate varies as $1/t$, so after one hour it is about $1.5\times10^{-3}$. Except at the very start, sinks this dense keep the vacancies close to equilibrium. Pores are a separate matter: vacancies that collect in them do not remove lattice planes, and equation (2) then fails. I have not estimated that effect.

## What evidence would separate the mechanisms

The first possibility is to change the vacancy content at fixed temperature and composition. By equation (4), vacancy diffusion is proportional to $X_V$ when vacancies are dilute; direct exchange needs none. The change must be maintained during the anneal. An excess put in beforehand decays in a time of order $\ell^2/D_V\sim\ell^2X_V/\tilde D$, which is about 2 ms for $\ell=10$ µm, $X_V=10^{-5}$ and the $\tilde D$ used above, far too short for measurable mixing. Hydrostatic pressure lowers the equilibrium content itself, but it may also alter the jump and exchange rates. The eight-site lattice shows the contrast at early times. With $n$ vacancies, a given pair of sites holds a vacancy on a chosen side and an atom on the other with probability $n(8-n)/56$. Going from one vacancy to two multiplies the transfer of A by $12/7=1.71$. It falls short of 2 because this lattice is not dilute. For direct exchange the probability that both sites hold atoms is $(8-n)(7-n)/56$, and the transfer falls by the factor $30/42=0.71$.

The second is to change the temperature. Let $D_A=D_B$ at 1050 K, but let the activation energy of A be lower by 0.1 eV, with fixed prefactors. At 950 K,

$$\frac{D_A}{D_B}=\exp\!\left[\frac{0.1\ \mathrm{eV}}{k}\left(\frac1{950\ \mathrm K}-\frac1{1050\ \mathrm K}\right)\right]=1.12,$$

where $k$ is Boltzmann's constant. If the anneal is lengthened to keep $D_Bt$ the same (about tenfold if the activation energy of B is 2 eV), the numerical solution for equal atomic volumes gives a shift of −8 µm, which a 5 µm reading would reveal. Direct exchange would still give zero. This test is one-sided too: a shift that appears on cooling excludes pure exchange, whereas one that stays absent may mean equal activation energies.

**Recommendation.** The conclusion should be restated. If the marker shift is still zero after correction for atomic volume, it shows that the fluxes of A and B balance at the marker composition within the reading error. The claim of direct exchange needs separate evidence, such as a mixing rate that does not follow a maintained change in the vacancy content.
